# The Rosen-Zener Pulse and Demkov Charge Exchange Without a Crossing: verification in Python

```python
"""Rosen-Zener transition and its map to Demkov charge exchange.

Result under test: H = (hbar/2) [[-Delta, Omega], [Omega, Delta]] with
Omega(t) = Omega0 sech(t/T) transfers the population
    P = sin^2(A/2) sech^2(pi Delta T/2),   A = pi Omega0 T,
from state 1 to state 2. Delta is the constant detuning, T the pulse
time and A the pulse area. In a collision Q = hbar Delta is the energy
defect, V0 exp(-alpha R) the coupling, U0 exp(-2 alpha R) the common
repulsion, mu the reduced mass, v the asymptotic speed; T = 1/(alpha v).
Scaled variables: tau = t/T, delta = Delta T, rho = alpha R.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp
from scipy.constants import hbar, e, atomic_mass


def rosen_zener(area, delta):
    return np.sin(area / 2)**2 / np.cosh(np.pi * delta / 2)**2


def propagate(pulse, delta, start, stop, state):
    """Integrate the Schroedinger equation; pulse(tau) is Omega*T."""
    def rhs(tau, a):
        w = pulse(tau)
        return [-0.5j * (-delta * a[0] + w * a[1]),
                -0.5j * (w * a[0] + delta * a[1])]
    sol = solve_ivp(rhs, (start, stop), np.array(state, complex),
                    method="DOP853", rtol=1e-10, atol=1e-12, max_step=0.5)
    assert sol.success
    return sol.y[:, -1]


# Sech pulse: direct integration against the closed result,
# including resonance and a complete-return pulse.
largest_error = 0.0
for strength, delta in [(0.6, 0.0), (1.0, 0.7), (2.0, 0.5),
                        (3.3, 1.2), (5.4, -0.8)]:
    def sech_pulse(tau, w=strength):
        return w / np.cosh(tau)
    final = propagate(sech_pulse, delta, -22, 22, [1, 0])
    error = abs(abs(final[1])**2 - rosen_zener(np.pi * strength, delta))
    largest_error = max(largest_error, error)
    for tau in (-0.7, 0.3):
        middle = propagate(sech_pulse, delta, -22, tau, [1, 0])
        z = (1 + np.tanh(tau)) / 2
        exact = mp.hyp2f1(strength / 2, -strength / 2,
                          mp.mpc(0.5, delta / 2), z)
        assert abs(abs(middle[0])**2 - float(abs(exact)**2)) < 1e-7
assert largest_error < 1e-7

# One incoming exponential tail: population of the upper adiabatic state.
half_delta = 0.8
half_state = propagate(lambda tau: 400 * np.exp(tau), half_delta,
                       -24, 0, [1, 0])
vectors = np.linalg.eigh(np.array([[-half_delta, 400.0],
                                   [400.0, half_delta]]) / 2)[1]
half_numeric = abs(vectors[:, 1] @ half_state)**2
half_formula = 1 / (1 + np.exp(np.pi * half_delta))
assert abs(half_numeric - half_formula) < 1e-4


# Symmetric exponential pulse with a cusp at its maximum.
def cusp_numeric(area, delta):
    def pulse(tau):
        return area / 2 * np.exp(-abs(tau))
    middle = propagate(pulse, delta, -24, 0, [1, 0])
    return abs(propagate(pulse, delta, 0, 24, middle)[1])**2


def cusp_bessel(area, delta):
    s = area / 4
    order = mp.mpc(-0.5, delta / 2)
    product = mp.conj(mp.besselj(order, s)) * mp.besselj(order + 1, s)
    return float((mp.pi * s * mp.re(product)
                  / mp.cosh(mp.pi * delta / 2))**2)


for area, delta in [(1.5, 0.6), (7.0, 1.1), (20.0, 0.8)]:
    assert abs(cusp_numeric(area, delta) - cusp_bessel(area, delta)) < 1e-7

# Strong cusped pulses: phase shift, then the extra cusp transition.
cusp_rows = []
for n in (3, 30):
    area = 4 * (np.pi / 8 + n * np.pi / 2)
    actual = cusp_numeric(area, half_delta)
    simple = rosen_zener(area, half_delta)
    envelope = 1 / np.cosh(np.pi * half_delta / 2)**2
    phase_part = np.sin(area / 2 - half_delta**2 / area)
    cusp_part = (4 * half_delta / area**2
                 * np.sinh(np.pi * half_delta / 2))
    shifted = envelope * phase_part**2
    corrected = envelope * (phase_part + cusp_part)**2
    assert abs(actual - corrected) < 0.3 * abs(actual - shifted)
    cusp_rows.append((area, actual, simple, shifted, corrected))
errors = [abs(row[1] - row[2]) for row in cusp_rows]
assert errors[1] < 0.2 * errors[0]

weak_area, weak_delta = 0.1, 3.0
weak_actual = cusp_numeric(weak_area, weak_delta)
weak_formula = weak_area**2 / 4 / (1 + weak_delta**2)**2
weak_sech = rosen_zener(weak_area, weak_delta)
assert abs(weak_actual / weak_formula - 1) < 0.01
assert weak_actual > 10 * weak_sech

# Charge exchange: Newton and Schroedinger equations integrated together.
mu = 40 * atomic_mass
alpha = 2e10
Q, V0, U0 = 0.1 * e, 5.0 * e, 4000.0 * e
area_formula = 2 * np.pi * V0 / (hbar * alpha) * np.sqrt(mu / (2 * U0))


def collision(v):
    T = 1 / (alpha * v)
    delta = Q * T / hbar
    repulsion = U0 / (mu * v**2)

    def rhs(tau, y):
        rho = y[0].real
        w = 2 * V0 * T / hbar * np.exp(-rho)
        return [y[1], 2 * repulsion * np.exp(-2 * rho),
                -0.5j * (-delta * y[2] + w * y[3]),
                -0.5j * (w * y[2] + delta * y[3]), w]

    def turning(tau, y):
        return y[1].real

    sol = solve_ivp(rhs, (0, 40), np.array([20, -1, 1, 0, 0], complex),
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    max_step=0.5, events=turning)
    assert sol.success and len(sol.t_events[0]) == 1
    closest = sol.y_events[0][0][0].real / alpha
    return abs(sol.y[3, -1])**2, sol.y[4, -1].real, closest


speed_rows = []
for v in (5e3, 1e4, 2e4, 4e4):
    energy = mu * v**2 / 2
    closest = np.log(U0 / energy) / (2 * alpha)
    numeric, area_numeric, closest_numeric = collision(v)
    delta = Q / (hbar * alpha * v)
    predicted = rosen_zener(area_formula, delta)
    assert abs(numeric - predicted) < 1e-5
    assert abs(area_numeric - area_formula) < 1e-5
    assert abs(closest_numeric - closest) * alpha < 1e-6
    speed_rows.append((v, delta, energy / e, predicted, numeric))

v = 1e4
T = 1 / (alpha * v)
delta = Q * T / hbar
energy = mu * v**2 / 2
R0 = np.log(U0 / energy) / (2 * alpha)
V_turn = V0 * np.exp(-alpha * R0)
p = 1 / (1 + np.exp(np.pi * delta))
print(f"Largest sech-pulse probability error: {largest_error:.1e}")
print(f"Reduced mass mu: {mu / atomic_mass:.1f} u")
print(f"Coupling decay constant alpha: {alpha:.2e} m^-1")
print(f"Energy defect Q: {Q / e:.3f} eV")
print(f"Coupling prefactor V0: {V0 / e:.2f} eV")
print(f"Repulsion prefactor U0: {U0 / e:.1f} eV")
print(f"Example speed v: {v:.2e} m/s")
print(f"Collision energy E: {energy / e:.4f} eV")
print(f"Closest approach R0: {R0 * 1e10:.4f} angstrom")
print(f"Coupling at closest approach V(R0): {V_turn / e:.5f} eV")
print(f"Ratio V(R0)/E: {V_turn / energy:.5f}")
print(f"Ratio Q/E: {Q / energy:.5f}")
print(f"Adiabatic gap at R0: {np.sqrt(Q**2 + 4*V_turn**2)/e:.5f} eV")
print(f"Pulse time T: {T * 1e15:.4f} fs")
print(f"Detuning Delta: {Q / hbar:.5e} rad/s")
print(f"Peak coupling Omega0: {2 * V_turn / hbar:.5e} rad/s")
print(f"Scaled detuning Delta*T: {delta:.5f}")
print(f"Pulse area A: {area_formula:.5f} rad")
print(f"Interference factor sin^2(A/2): {np.sin(area_formula/2)**2:.5f}")
print(f"Detuning factor sech^2: {1/np.cosh(np.pi*delta/2)**2:.5f}")
print(f"Single-passage probability p: {p:.5f}")
print(f"Two-passage factor 4p(1-p): {4 * p * (1 - p):.5f}")
print(f"Transfer probability P: {rosen_zener(area_formula, delta):.5f}")
print(f"Speed at which pi*Delta*T/2 = 1: {np.pi*Q/(2*hbar*alpha):.4e} m/s")
print("Speed (m/s), Delta*T, E (eV), P formula, P trajectory:")
for row in speed_rows:
    print(f"  {row[0]:.1e}  {row[1]:.5f}  {row[2]:.4f}"
          f"  {row[3]:.5f}  {row[4]:.5f}")
print(f"Half-passage test, Delta*T: {half_delta:.2f}")
print(f"Half-passage p, numerical: {half_numeric:.6f}")
print(f"Half-passage p, formula: {half_formula:.6f}")
print(f"Strong cusped pulses at Delta*T = {half_delta:.2f}:")
print("Area (rad), P numerical, Rosen-Zener, phase shift, second order:")
for row in cusp_rows:
    print(f"  {row[0]:.4f}  {row[1]:.6f}  {row[2]:.6f}"
          f"  {row[3]:.6f}  {row[4]:.6f}")
print(f"Weak pulse area: {weak_area:.2f} rad")
print(f"Weak pulse Delta*T: {weak_delta:.2f}")
print(f"Weak cusped pulse P, numerical: {weak_actual:.4e}")
print(f"Weak cusped pulse P, perturbative: {weak_formula:.4e}")
print(f"Weak sech pulse P: {weak_sech:.4e}")
print(f"Weak cusped-to-sech ratio: {weak_actual / weak_sech:.2f}")
print("checks complete")
```

Running it gives:

```
Largest sech-pulse probability error: 1.7e-09
Reduced mass mu: 40.0 u
Coupling decay constant alpha: 2.00e+10 m^-1
Energy defect Q: 0.100 eV
Coupling prefactor V0: 5.00 eV
Repulsion prefactor U0: 4000.0 eV
Example speed v: 1.00e+04 m/s
Collision energy E: 20.7285 eV
Closest approach R0: 1.3156 angstrom
Coupling at closest approach V(R0): 0.35994 eV
Ratio V(R0)/E: 0.01736
Ratio Q/E: 0.00482
Adiabatic gap at R0: 0.72678 eV
Pulse time T: 5.0000 fs
Detuning Delta: 1.51927e+14 rad/s
Peak coupling Omega0: 1.09368e+15 rad/s
Scaled detuning Delta*T: 0.75963
Pulse area A: 17.17942 rad
Interference factor sin^2(A/2): 0.54959
Detuning factor sech^2: 0.30848
Single-passage probability p: 0.08421
Two-passage factor 4p(1-p): 0.30848
Transfer probability P: 0.16954
Speed at which pi*Delta*T/2 = 1: 1.1932e+04 m/s
Speed (m/s), Delta*T, E (eV), P formula, P trajectory:
  5.0e+03  1.51927  5.1821  0.01828  0.01828
  1.0e+04  0.75963  20.7285  0.16954  0.16954
  2.0e+04  0.37982  82.9142  0.39250  0.39250
  4.0e+04  0.18991  331.6566  0.50344  0.50344
Half-passage test, Delta*T: 0.80
Half-passage p, numerical: 0.074932
Half-passage p, formula: 0.074933
Strong cusped pulses at Delta*T = 0.80:
Area (rad), P numerical, Rosen-Zener, phase shift, second order:
  20.4204  0.125526  0.138636  0.129951  0.125290
  190.0664  0.137758  0.138636  0.137702  0.137758
Weak pulse area: 0.10 rad
Weak pulse Delta*T: 3.00
Weak cusped pulse P, numerical: 2.4990e-05
Weak cusped pulse P, perturbative: 2.5000e-05
Weak sech pulse P: 8.0619e-07
Weak cusped-to-sech ratio: 31.00
checks complete
```
